# Finding the tension of a graphene drum from its frequency

## Problem

A single layer of graphene covers a circular hole of radius $R=1\ \mu\mathrm m$ and is held along the whole edge. Its lowest mechanical resonance is at $f=50$ MHz. The sheet is clean, so carbon atoms alone carry mass. The lattice constant is $a=0.246$ nm, and the atomic mass of carbon is $m_C=1.99447\times10^{-26}$ kg.

**(a)** Find the mass per unit area $\rho$.

**(b)** Derive the relation between $f$, $R$, $\rho$ and the tension $T$.

**(c)** Find $T$, and compare it with the tension at which graphene breaks, roughly 40 N/m.

**(d)** Decide which assumptions matter most for the answer.

The tension is a force per unit length of an imagined cut, in N/m, and is uniform and equal in all directions. The drum is flat at rest, in vacuum, with no gate voltage. Slopes are small, and bending stiffness is neglected until Variation 1.

## Hints

1. The honeycomb lattice has two atoms in each cell. The cell is a rhombus with sides $a$ and an angle of $60^\circ$.
2. On a small square patch, the tension forces on opposite edges cancel if the slope is the same at both. What remains depends on the curvature.
3. Separate the motion into a radial function, an angular factor $\cos m\theta$ and an oscillation in time. Ask which $m$ costs the least energy.
4. The radial equation for $m=0$ can be solved by a power series. The fixed edge selects a zero of that series.
5. The equation of motion contains $\omega=2\pi f$, not $f$.

## Full solution

### (a) Areal density

The cell area is $a^2\sin60^\circ=\sqrt3a^2/2=0.05241\ \mathrm{nm^2}$. Two atoms in this area give

$$\rho=\frac{2m_C}{\sqrt3a^2/2}=\frac{4m_C}{\sqrt3a^2}=7.611\times10^{-7}\ \mathrm{kg/m^2}.$$

No layer thickness is needed, because both mass and tension are defined for the sheet as a whole.

### (b) The frequency law

**Equation of motion.** Let $w(x,y,t)$ be the transverse displacement. The edge of a patch at $x+dx$ has length $dy$ and is pulled with force $T\,dy$. For small slopes its transverse component is $T\,dy\,\partial_xw(x+dx)$. The opposite edge contributes $-T\,dy\,\partial_xw(x)$. Their sum is $T\,\partial_x^2w\,dx\,dy$, and the other two edges give $T\,\partial_y^2w\,dx\,dy$. The patch has mass $\rho\,dx\,dy$, so Newton's law reads

$$\rho\,\frac{\partial^2w}{\partial t^2}=T\nabla^2w .$$

Waves therefore travel at speed $c=\sqrt{T/\rho}$.

**Radial equation.** Insert $w=F(r)\cos(m\theta)\cos(\omega t)$, with $m=0,1,2,\dots$ so that $w$ is single-valued. The time derivatives give $-\omega^2$ and the angular derivatives give $-m^2/r^2$. With $k=\omega/c$, multiplication by $r$ leaves

$$(rF')'-\frac{m^2}{r}F+k^2rF=0,\qquad F(R)=0 .$$

**Which mode is lowest?** Multiply by $F$ and integrate from 0 to $R$. In the first term, integration by parts gives $-\int rF'^2dr$, since $rFF'$ vanishes at both ends. Hence

$$k^2=\frac{\int_0^R\left(F'^2+m^2F^2/r^2\right)r\,dr}{\int_0^RF^2r\,dr}.$$

For any trial function that vanishes at the edge, this quotient is a weighted average of the $k^2$ values of the modes with that $m$, as expansion in those modes shows. It cannot lie below the lowest of them. Now take the lowest mode for some $m>0$ and delete the positive term $m^2F^2/r^2$. The quotient falls, and what remains is a trial value for $m=0$. The lowest $m=0$ mode is therefore lower still: the fundamental has no angular nodes.

**Solving for $m=0$.** Put $x=kr$, so that $(xF')'+xF=0$, and try $F=\sum_n a_nx^{2n}$. The first term gives $(2n)^2a_nx^{2n-1}$ and the second gives $a_{n-1}x^{2n-1}$. Therefore $a_n=-a_{n-1}/(4n^2)$, and with $a_0=1$

$$J_0(x)=1-q+\frac{q^2}{(2!)^2}-\frac{q^3}{(3!)^2}+\cdots,\qquad q=\frac{x^2}{4}.$$

This is the Bessel function $J_0$. The second solution behaves as $\ln r$ near the centre, which would require a point force there, so it is excluded.

The fixed edge requires $J_0(kR)=0$. The derivative of the series is $-(x/2)(1-q/2+q^2/12-\cdots)$. For $q<2$ the terms in the bracket alternate and shrink, so $J_0$ falls steadily from 1 up to $x=2.83$ and has at most one zero there. That zero is $j=2.404826$. At this point $q=1.4458$, and the first six terms are

$$1-1.4458+0.5226-0.0839+0.0076-0.0004=0.0001,$$

which is zero to the accuracy of the terms kept.

**Result.** From $kR=j$ and $k=2\pi f/c$,

$$f=\frac{j}{2\pi R}\sqrt{\frac T\rho}.$$

A larger drum or a heavier sheet is slower, and a tighter one is faster. Without tension this model has no restoring force, and $f$ vanishes. In a real sheet other effects then set the frequency. Bare bending alone would give about 0.9 MHz for this drum, but at 300 K the stretching caused by thermal motion is much stiffer and gives roughly 10 MHz in a one-mode estimate with the flat-sheet modulus. Ripples change both the modulus and the rigidity at this length, so only the order of magnitude is meaningful.

### (c) The tension

Multiply the frequency law by $2\pi R/j$ and square:

$$T=\rho\left(\frac{2\pi fR}{j}\right)^2 .$$

The bracket is the wave speed. With $\omega=3.14159\times10^8$ rad/s,

$$c=\frac{314.159\ \mathrm{m/s}}{2.404826}=130.64\ \mathrm{m/s},$$

$$T=(7.611\times10^{-7})(130.64)^2\ \mathrm{N/m}=0.0130\ \mathrm{N/m}.$$

This equals $0.081\ \mathrm{eV/nm^2}$. Using $f$ in place of $\omega$ would divide the result by $4\pi^2$ and give $3.3\times10^{-4}$ N/m.

A calculation without Bessel functions tests the inversion. The radial equation was divided into 1000 rings, each with its balance of forces, and the unrounded tension was inserted. The lowest frequency came out as 50.0000 MHz for $m=0$. For $m=1,2,3$ the lowest frequencies were 79.67, 106.78 and 132.65 MHz, in the order expected.

The ratio to the rough breaking tension is $0.0130/40=3.2\times10^{-4}$. On average the drum is far from its mechanical limit. The frequency says nothing about local stress at a tear or a sharp point of the support, where failure could begin.

### (d) How far to trust the number

**Measured inputs.** Since $T\propto\rho f^2R^2$, small errors obey

$$\frac{\delta T}{T}=\frac{\delta\rho}{\rho}+2\frac{\delta f}{f}+2\frac{\delta R}{R}.$$

An error of 1 percent in the radius changes $T$ by 2 percent. The mode must also be identified correctly. If the 50 MHz peak were the $m=1$ mode, the tension would be smaller by $(79.67/50)^2=2.54$, or about 0.0051 N/m.

**Cleanliness.** Transfer of the sheet can leave polymer on it. Like a wrong choice of mode, an unnoticed residue can change the inferred tension by more than a factor of two. Take a uniform residue 1 nm thick with a rough density of $1200\ \mathrm{kg/m^3}$. It adds $1.2\times10^{-6}\ \mathrm{kg/m^2}$, or 1.58 times the mass of the graphene. With $f$ and $R$ held fixed, the inferred tension grows by the factor 2.58, to 0.033 N/m. The frequency alone cannot distinguish a clean slack drum from a dirty tight one.

**Gas.** Moving gas adds inertia. As a scale, compare a layer of gas one radius thick with the sheet. At 300 K and 760 Torr the mass ratio is 1.55, so the vacuum formula is unsafe in air. At $10^{-3}$ Torr the ratio is $2\times10^{-6}$. These ratios show when gas may matter; they are not calculated frequency shifts. At the lower pressure the mean free path is about 5 cm, so no layer of gas moves with the sheet. Inertia is also not the only effect. Gas confined in a shallow cavity under the drum acts as a spring: for a sealed cavity 300 nm deep at 760 Torr this spring is about three times as stiff as the drum itself, so gas can raise the frequency as well as lower it.

**From tension to strain.** For a flat sheet with two-dimensional Young modulus $Y\approx340$ N/m and Poisson ratio $\nu\approx0.17$, both rough, equal tension in two directions gives

$$\varepsilon=\frac{(1-\nu)T}{Y}=3.2\times10^{-5}=0.0032\ \text{percent}.$$

This step is much less secure than the tension itself. Thermal ripples store extra length, and pulling on the sheet smooths them out. To estimate the effect, treat the ripples as independent waves of wavevector $q$. Bending rigidity $B$ and tension give each wave a stiffness per area $Bq^4+Tq^2$, and equipartition gives it the thermal energy $k_B\Theta$ divided between kinetic and potential parts. The projected length along $x$ is shortened by the fraction $\frac12\langle(\partial_xw)^2\rangle=\frac14\langle|\nabla w|^2\rangle$, so

$$\varepsilon_{\rm rip}=\frac{k_B\Theta}{4}\int\frac{d^2q}{(2\pi)^2}\frac{q^2}{Bq^4+Tq^2}
=\frac{k_B\Theta}{8\pi}\int\frac{q\,dq}{Bq^2+T}.$$

This integral grows logarithmically with its upper limit, which the lattice cuts off, but its derivative converges and is set by $q\sim\sqrt{T/B}$. Differentiate with respect to $T$ and use $\int_0^\infty q\,dq/(Bq^2+T)^2=1/(2BT)$:

$$-\frac{d\varepsilon_{\rm rip}}{dT}=\frac{k_B\Theta}{16\pi BT}.$$

With $B\approx1.5$ eV and $\Theta=300$ K this is 0.026 m/N. The flat-sheet value $(1-\nu)/Y$ is 0.0024 m/N, about eleven times smaller. The estimate omits the coupling between ripples. That coupling stiffens bending at lengths beyond $1/q^*\approx0.8$ nm, where $q^{*2}=3k_B\Theta Y/(16\pi B^2)$, and would reduce the factor, on a rough estimate to between two and three. The factor is a warning of size, not a corrected modulus. The flat-sheet strain should not be read as the measured strain of a slack drum at room temperature.

## Variation 1: a clamped edge with bending stiffness

**Question.** The edge fixes the slope as well as the height. How does a bending rigidity $B\approx1.5$ eV change the inferred tension?

**Solution.** Bending adds a restoring term, and the mode now obeys

$$B\nabla^4w-T\nabla^2w=\rho\omega^2w,\qquad w(R)=w'(R)=0 .$$

A solution with $\nabla^2w=-k^2w$ satisfies $Bk^4+Tk^2=\rho\omega^2$. One with $\nabla^2w=+p^2w$ satisfies $Bp^4-Tp^2=\rho\omega^2$. Subtracting the two conditions gives $B(p^4-k^4)=T(p^2+k^2)$, hence $p^2-k^2=T/B$. Define

$$\ell=\sqrt{B/T}=4.30\ \mathrm{nm}.$$

Since $\ell\ll R$, we have $p\approx1/\ell$, and the second solution is confined to a narrow strip at the edge:

$$w\approx J_0(kr)+Ce^{-(R-r)/\ell}.$$

Zero height gives $C=-J_0(kR)$. Write $J_1=-J_0'$. Zero slope then gives $-kJ_1(kR)+C/\ell=0$, and so

$$J_0(kR)=-k\ell J_1(kR).$$

Set $kR=j+\delta$ with small $\delta$. The left side is $-\delta J_1(j)$, so to first order $\delta=k\ell=j\ell/R$. The direct bending term in $\rho\omega^2=Tk^2(1+k^2\ell^2)$ is of second order in $\ell/R$. Therefore

$$\frac f{f_0}=1+\frac\ell R+O\!\left(\frac{\ell^2}{R^2}\right),$$

where $f_0$ is the membrane frequency at the same tension. The clamped drum acts as a membrane whose radius is shorter by $\ell$. The correction is proportional to $\sqrt B$, not to $B$, because the strip adjusts its own width.

The first-order rise is 0.430 percent. Numerical solution of the full edge condition gives 0.437 percent. At a fixed measured frequency the tension must fall by nearly twice this fraction, from 0.01299 to 0.01288 N/m. The expansion fails when $\ell$ is comparable with $R$, as in a very small or very slack drum. These figures use the bare rigidity of a flat sheet. At 300 K the coupling between ripples raises the effective $B$ at lengths beyond about 0.8 nm, and $\ell$ is five times that, so in a real drum the rise may be a few times larger, roughly 1 to 2 percent.

## Variation 2: a gate voltage of 1 V

**Question.** A flat gate lies $g=300$ nm below the drum, and $V=1$ V is applied. The tension at zero voltage is held at 0.01299 N/m. Does the frequency rise or fall?

**Solution.** The gate pulls the drum into a shallow bowl, which stretches it. The attraction also grows as the gap closes, which weakens the restoring force. Estimate both with one mode, $w=A\phi(x)$, where now $x=r/R$ and $\phi(x)=J_0(jx)$.

*Linear stiffness.* The tension energy is $\frac T2\int|\nabla w|^2dS=\frac12KA^2$, with

$$K=2\pi TG(1),\qquad G(x)=\int_0^xy\,\phi'(y)^2dy .$$

Its value is $K=0.0636$ N/m.

*Stretching.* Let $u(r)$ be the radial in-plane displacement, and $N_r,N_\theta$ the added tensions. The strains are $\varepsilon_r=u'+\frac12w'^2$ and $\varepsilon_\theta=u/r$. In-plane balance is $(rN_r)'=N_\theta$. It holds at each instant because in-plane waves, with speed near $\sqrt{Y/\rho}\approx21$ km/s, are much faster than the drum waves. Use $Y\varepsilon_r=N_r-\nu N_\theta$ and $Y\varepsilon_\theta=N_\theta-\nu N_r$ in the identity $(r\varepsilon_\theta)'-\varepsilon_r=-\frac12w'^2$. The terms in $\nu$ cancel by the balance equation, leaving

$$(rN_\theta)'-N_r=-\tfrac12Yw'^2 .$$

Insert $N_\theta=N_r+rN_r'$ and multiply by $r$. The left side becomes $3r^2N_r'+r^3N_r''=(r^3N_r')'$. Integration from the centre gives

$$\frac{dN_r}{dx}=-\frac{YA^2}{2R^2}\frac{G(x)}{x^3}.$$

At the edge $u=0$, so $N_\theta=\nu N_r$ and $(1-\nu)N_r(1)=-dN_r/dx|_1$. This fixes

$$N_r(1)=\frac{YA^2G(1)}{2(1-\nu)R^2}.$$

The added restoring force is $2\pi A\int_0^1N_r\phi'^2x\,dx$. The change of $u$ with $A$ does not contribute, since $u$ already minimizes the energy. Because $\phi'^2x=G'$, integration by parts turns this force into $QA^3$, with

$$Q=\frac{\pi Y}{R^2}\left[\frac{G(1)^2}{1-\nu}+\int_0^1\frac{G^2}{x^3}dx\right]=9.75\times10^{14}\ \mathrm{N/m^3}.$$

*Static offset.* The electrostatic pressure is $P=\epsilon_0V^2/(2g^2)=49.2$ Pa. Its force on the mode is $F=P\int\phi\,dS$, and $KA+QA^3=F$ gives a central offset $A_0=1.03$ nm. For small motion about $A_0$ the stiffness is the derivative $K+3QA_0^2$. Stretching therefore raises $f^2$ by

$$\frac{3QA_0^2}{K}=4.9\ \text{percent}.$$

*Softening.* If each patch is treated as a small parallel-plate capacitor, closing the gap by $w$ adds a pressure $(\epsilon_0V^2/g^3)w$ in the direction of $w$. The elastic restoring force per area in the mode is $\rho\omega^2w$. The fractional fall of $f^2$ is their ratio,

$$\frac{\epsilon_0V^2}{g^3\rho\omega^2}=0.44\ \text{percent}.$$

This local rule needs the deflection to vary slowly on the scale of the gap. For a deflection of wavevector $k$, the extra potential in the gap varies as $\sinh kz$ with height $z$ above the gate, and the added pressure is larger by the factor $kg\coth(kg)$. Here $jg/R=0.72$, and the factor averaged over the mode is 1.16, so the softening is nearer 0.51 percent. The figures below use 0.44 percent unless stated.

*Net result.* With the flat-sheet $Y$ the frequency rises: $f^2$ grows by about 4.5 percent (4.4 with the larger softening) and $f$ by about 2.2 percent. Ignoring the gate would give an apparent tension near 0.0136 N/m.

For small offsets $A_0\propto V^2$, so stretching grows as $V^4$ while softening grows as $V^2$. With this gap, this tension and the flat-sheet $Y$, softening wins below about 0.3 V, and the frequency first falls and then rises as the voltage increases. The dip is only about 0.01 percent in $f^2$.

The one-mode shape limits the accuracy. Without stretching, $T\nabla^2w=-P$ has the solution $w=P(R^2-r^2)/(4T)$, with a central deflection of 0.95 nm. One mode gives $F/K=1.05$ nm, 11 percent more. This is the error in the central height only. The stretching term depends on the slopes over the whole drum, so its error cannot be found by squaring this ratio. With the shape left free, the same equations give a central offset of 0.94 nm and rises of 4.3 percent in $f^2$ and 2.1 percent in $f$. The larger doubt is the flat-sheet $Y$, which part (d) showed to be unsafe for a slack sheet. Stretching scales roughly with $Y$ and softening does not. An effective modulus of 100 N/m cuts the net rise of $f^2$ to 1.0 percent, and below about 30 N/m the frequency falls; with the larger softening these figures become 0.9 percent and 35 N/m. Adding the harmonic ripple compliance of part (d) makes the two effects nearly cancel at 1 V. That compliance is an overestimate; with the ripple compliance reduced to three times the flat-sheet value, $f^2$ still rises, by 0.8 to 0.9 percent. For a rippled drum the rise at 1 V may therefore be several times smaller than the flat-sheet figure, and in the harmonic limit even its sign is not secure.

*Finite amplitude at zero voltage.* The same $Q$ tells when a vibration is small. For $w\propto A\cos\omega t$, the part of $\cos^3\omega t$ at the driving frequency is $\frac34\cos\omega t$, so $f^2$ rises by $3QA^2/(4K)$ to leading order. This reaches 1 percent at $A\approx0.93$ nm. Thermal motion of the fundamental at 300 K has an rms central displacement $\sqrt{k_B\Theta/K}=0.26$ nm. Its mean squared amplitude is twice the mean squared displacement, so the plain average of the shift over thermal orbits is 0.15 percent in $f^2$. A measured resonance weights each orbit by its energy. Since $\langle A^4\rangle/\langle A^2\rangle=2\langle A^2\rangle$, the centroid of the resonance rises by $3Qk_B\Theta/K^2=0.30$ percent in $f^2$. The peak moves by nearly the same amount when the quality factor is below a few hundred, and by about half as much for a very sharp line. These figures use the flat-sheet $Y$; the harmonic ripple compliance would change 0.30 percent to about 0.03 percent and 0.93 nm to about 3 nm. This counts the fundamental alone; the average stretching by the other modes is already part of the measured tension. A measurement of the tension should therefore use a weak drive and an extrapolation to zero electric field. A grounded gate gives this only if work-function differences and trapped charge are negligible.

## Calculated quantities

```
Drum radius: 1.000 um
Fundamental frequency: 50.000 MHz
Lattice constant: 0.246 nm
Carbon atomic mass: 12.011 u = 1.99447e-26 kg
Cell area: 0.05241 nm^2
Clean areal density: 7.6113e-07 kg/m^2
Density from atom count: 7.6124e-07 kg/m^2
First zero of J0: 2.404826
Angular frequency: 3.14159e+08 rad/s
Angular frequency times radius: 314.159 m/s
Wave speed: 130.637 m/s
Inferred tension: 0.012989 N/m
Inferred tension: 0.0811 eV/nm^2
Tension if f is mistaken for omega: 3.290e-04 N/m
Matrix fundamental frequency: 50.0000 MHz
Lowest frequency for m=1: 79.667 MHz
Lowest frequency for m=2: 106.777 MHz
Lowest frequency for m=3: 132.653 MHz
Rough Young modulus (2D): 340 N/m
Rough Poisson ratio: 0.17
Rough breaking tension: 40 N/m
Tension / breaking tension: 3.25e-04
Flat-sheet strain: 0.00317 percent
Rough bending rigidity: 1.50 eV
Bending edge width: 4.301 nm
Frequency rise from bending: 0.437 percent
Tension corrected for bending: 0.012876 N/m
Residue thickness: 1.0 nm
Rough residue density: 1200 kg/m^3
Residue mass / clean mass: 1.577
Tension inferred with residue: 0.03347 N/m
Operating temperature: 300 K
Mode spring constant: 0.06360 N/m
Quartic coefficient: 9.7480e+14 N/m^3
Thermal rms centre displacement: 0.2552 nm
Thermal rise of f squared: 0.150 percent
Gate voltage: 1.0 V
Gate gap: 300 nm
Gate pressure: 49.190 Pa
Gate centre offset: 1.033 nm
Gate stretching, rise of f squared: 4.90 percent
Gate softening, fall of f squared: 0.437 percent
Gas layer / sheet mass at 760 Torr: 1.548
Same ratio at 1e-03 Torr: 2.04e-06
Flat-sheet compliance: 2.441e-03 m/N
Harmonic ripple compliance: 2.640e-02 m/N
Ripple / flat compliance: 10.81
```
